# The pseudo-large component of the hydrogen-like Dirac 1s state

## The problem

One electron moves in the field of a fixed point nucleus, $V(r)=-Z/r$, with $0<Z<c$. Hartree atomic units are used: $\hbar=m=e=1$, and $c=137.036$ is the speed of light. The energy $\varepsilon$ is measured from the rest energy $c^2$. With $\psi$ for the large and $\chi$ for the small two-component part of the spinor, the Dirac equation is

$$(V-\varepsilon)\psi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad(1)$$
$$c\,\boldsymbol\sigma\cdot\mathbf p\,\psi+(V-\varepsilon-2c^2)\chi=0.\qquad(2)$$

The pseudo-large component $\phi$ is defined by

$$\chi=\frac{1}{2c}\,\boldsymbol\sigma\cdot\mathbf p\,\phi,\qquad \phi\to0\ \text{ as }\ r\to\infty.\qquad(3)$$

For the 1s state the large component is $\psi=g(r)\,\eta/\sqrt{4\pi}$, where $\eta$ is a constant unit spinor and

$$g(r)=N r^{\gamma-1}e^{-Zr},\qquad \gamma=\sqrt{1-Z^2/c^2},\qquad \varepsilon=c^2(\gamma-1).\qquad(4)$$

The constant $N$ is positive. Since $0<\gamma<1$, $g$ diverges at the nucleus, though weakly enough to be square integrable. The form (4) is to be confirmed in the course of the work.

## Part (a)

**Question.** Rewrite (1) and (2) as a pair of equations for $\psi$ and $\phi$. What does $\phi$ become when $c\to\infty$, and how does the pair lead to an equation for $\psi$ alone?

**Answer.** Put (3) into (1). Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the second term is $p^2\phi/2=T\phi$, with $T=p^2/2$. Hence

$$V\psi+T\phi=\varepsilon\psi.\qquad(5)$$

Put (3) into (2) and multiply from the left by $\boldsymbol\sigma\cdot\mathbf p/(2c)$. The first term becomes $p^2\psi/2=T\psi$. With $W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$, the rest is

$$\frac{W}{4c^2}\phi-\frac{\varepsilon+2c^2}{4c^2}\,p^2\phi=\frac{W}{4c^2}\phi-\frac{\varepsilon}{2c^2}T\phi-T\phi ,$$

where $p^2=2T$ was used. Therefore

$$T\psi+\Big(\frac{W}{4c^2}-T\Big)\phi=\frac{\varepsilon}{2c^2}\,T\phi.\qquad(6)$$

Equations (5) and (6) are the modified Dirac equation. No approximation has been made; the small component has been replaced by a function of the same symmetry as the large one. When $c\to\infty$ at fixed $\varepsilon$, the terms with $1/c^2$ drop out of (6) and leave $T(\psi-\phi)=0$. For functions that decay at infinity and are regular at the origin this means $\phi=\psi$, and (5) becomes the Schrödinger equation.

Suppose now that one operator $U$ gives $\phi=U\psi$ for all electronic states, meaning those of positive total energy $\varepsilon+c^2$, bound states included. Adding (5) to $U^\dagger$ times (6) gives

$$\Big[V+TU+U^\dagger T-U^\dagger TU+\frac{U^\dagger WU}{4c^2}\Big]\psi=\varepsilon\Big[1+\frac{U^\dagger TU}{2c^2}\Big]\psi .$$

This is the equation of the normalized elimination of the small component (NESC). The difference between $\phi$ and $\psi$ is thus what $U$ has to describe.

## Part (b)

**Question.** Find the radial small component of the state (4), and show that it is proportional to $g$.

**Answer.** For a function of $r$ times a constant spinor, $\mathbf p=-i\nabla$ gives

$$\boldsymbol\sigma\cdot\mathbf p\,f(r)\eta=-i\sigma_r f'(r)\eta,\qquad \sigma_r=\boldsymbol\sigma\cdot\mathbf r/r .$$

Write $\chi=-i\sigma_rF(r)\,\eta/\sqrt{4\pi}$. The common factor $-i\sigma_r\eta/\sqrt{4\pi}$ cancels from (2), leaving $cg'+(V-\varepsilon-2c^2)F=0$, or

$$F=\frac{c\,g'}{2c^2+\varepsilon-V}.\qquad(7)$$

From (4), the denominator is $c^2(1+\gamma)+Z/r$, and the derivative is

$$g'=-\Big[\frac{1-\gamma}{r}+Z\Big]g .$$

The definition of $\gamma$ gives $(1-\gamma)(1+\gamma)=Z^2/c^2$, so that $1-\gamma=Z^2/[c^2(1+\gamma)]$. The bracket can then be factored:

$$\frac{1-\gamma}{r}+Z=\frac{Z}{c^2(1+\gamma)}\Big[\frac{Z}{r}+c^2(1+\gamma)\Big].$$

The last bracket is the denominator of (7). It cancels, and

$$F(r)=-\frac{Z}{c(1+\gamma)}\,g(r).\qquad(8)$$

Both components therefore diverge as $r^{\gamma-1}$ at the nucleus.

## Part (c)

**Question.** Solve for $\phi$, including its constant of integration, and find its value at the nucleus.

**Answer.** Write $\phi=\varphi(r)\,\eta/\sqrt{4\pi}$. Definition (3) then reads $F=\varphi'/(2c)$, and (8) gives

$$\varphi'(r)=-k\,g(r),\qquad k=\frac{2Z}{1+\gamma}.\qquad(9)$$

This fixes $\varphi$ up to a constant, because $\boldsymbol\sigma\cdot\mathbf p$ annihilates a constant spinor. The condition $\varphi(\infty)=0$ removes the freedom. Integrating (9) from $r$ to infinity gives $0-\varphi(r)=-k\int_r^\infty g\,ds$, and hence

$$\varphi(r)=\frac{2ZN}{1+\gamma}\int_r^\infty s^{\gamma-1}e^{-Zs}\,ds.\qquad(10)$$

The limits matter: an integral from $0$ to $r$ would have the opposite slope and would not vanish at infinity. With $t=Zs$ the integral becomes $Z^{-\gamma}\Gamma(\gamma,Zr)$, where $\Gamma(a,x)=\int_x^\infty t^{a-1}e^{-t}dt$ is the upper incomplete gamma function.

At $r=0$ the integrand diverges as $s^{\gamma-1}$, but its integral over $0<s<\delta$ behaves as $\delta^\gamma/\gamma$, which is finite because $\gamma>0$. Thus

$$\varphi(0)=\frac{2NZ^{1-\gamma}}{1+\gamma}\,\Gamma(\gamma).\qquad(11)$$

The pseudo-large component is finite at the nucleus, where the large component is infinite. The result needs $\gamma>0$, that is $Z<c$. As $Z$ approaches $c$, $\gamma\to0$ and $\Gamma(\gamma)\approx1/\gamma$ grows without bound.

## Part (d)

**Question.** Equation (2) has been used, but (1) has not. Show that (5) also holds, and explain from it why $\varphi$ is less singular than $g$.

**Answer.** For a spherical function $T\varphi=-\tfrac12(\varphi''+2\varphi'/r)$. By (9), $\varphi''=-kg'=k[(1-\gamma)/r+Z]g$ and $2\varphi'/r=-2kg/r$. Their sum is $k[Z-(1+\gamma)/r]g$, so

$$T\varphi=\frac{k}{2}\Big[\frac{1+\gamma}{r}-Z\Big]g=\Big[\frac Zr-\frac{Z^2}{1+\gamma}\Big]g .$$

The energy in (4) can be written $\varepsilon=-c^2(1-\gamma)=-Z^2/(1+\gamma)$. The right-hand side is therefore $(\varepsilon-V)g$, which is (5).

A delta function at the origin could escape this calculation, which holds for $r>0$. Its strength would be given by the flux $4\pi r^2\varphi'$ through a small sphere. This flux varies as $r^{\gamma+1}$ and vanishes with $r$, so there is no delta function.

Both Dirac equations are now satisfied by a normalizable function. It has no node, and for $c\to\infty$ it goes over into the Schrödinger 1s function, as part (f) shows; this justifies the label 1s.

Equation (5) also explains the finite value. Near the nucleus its source term $-V\psi$ varies as $r^{\gamma-2}$. The kinetic operator lowers a power of $r$ by two, so $\varphi$ needs a term in $r^\gamma$, which vanishes at the origin, and it may contain a constant. The large component enters (5) without a derivative and can keep its divergence.

## Part (e)

**Question.** Is $\varphi$ smooth at the nucleus? How does $\varphi/g$ vary with $r$, and how many times do the two functions cross?

**Answer.** Split the integral in (10) as $\int_0^\infty-\int_0^r$, and in the second piece expand $e^{-Zs}=1-Zs+\dots$. This gives

$$\varphi(r)=\varphi(0)-\frac{kN}{\gamma}\,r^\gamma+O(r^{\gamma+1}).\qquad(12)$$

The value is finite, but the slope $-kNr^{\gamma-1}$ tends to minus infinity. The Schrödinger function $e^{-Zr}$, in contrast, has the finite slope $-Z$ at the origin.

For the ratio, substitute $s=r+t$ in (10) and divide by $g$:

$$\frac{\varphi(r)}{g(r)}=k\int_0^\infty\Big(1+\frac tr\Big)^{\gamma-1}e^{-Zt}\,dt.\qquad(13)$$

Since $\gamma-1<0$, the first factor increases with $r$ for every $t>0$, and so does the integral. The factor lies between 0 and 1, so $e^{-Zt}$ bounds the integrand and the limits may be taken inside. For $r\to0$ the ratio tends to 0. For $r\to\infty$ it tends to $k/Z=2/(1+\gamma)$, which exceeds 1. A continuous, steadily rising ratio that starts below 1 and ends above 1 passes through 1 once. The functions cross at one radius: $g$ is larger inside it, and $\varphi$ outside.

The outer limit has a simple origin. Far from the nucleus $V$ is negligible in (5), and on a tail $e^{-Zr}$ the operator $T$ acts as $-Z^2/2$. Hence $-Z^2\varphi/2\approx\varepsilon g$, and $\varphi/g\approx-2\varepsilon/Z^2=2/(1+\gamma)$.

## Part (f)

**Question.** Normalize the state, find the weight of the small component, express it through $\phi$, and examine the limit $c\to\infty$.

**Answer.** The condition is $\int_0^\infty(g^2+F^2)r^2dr=1$. From (8),

$$\frac{F^2}{g^2}=\frac{Z^2}{c^2(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma},\qquad 1+\frac{F^2}{g^2}=\frac{2}{1+\gamma}.$$

With $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$ this gives

$$N^2=\frac{(1+\gamma)(2Z)^{2\gamma+1}}{2\,\Gamma(2\gamma+1)}.\qquad(14)$$

The small component carries the fraction $\frac{1-\gamma}{1+\gamma}\cdot\frac{1+\gamma}{2}=\frac{1-\gamma}{2}$ of the norm. By (3),

$$\langle\chi|\chi\rangle=\frac{\langle\phi|p^2|\phi\rangle}{4c^2}=\frac{\langle\phi|T|\phi\rangle}{2c^2}=\frac{1-\gamma}{2}.$$

The integration by parts leaves no surface term at the nucleus, since $r^2\varphi\varphi'\to0$ there. This is the term $U^\dagger TU/(2c^2)$ in the metric of the NESC equation.

For $c\to\infty$ at fixed $Z$, $\gamma\to1$ and (14) gives $N\to2Z^{3/2}$. At any fixed $r>0$, $g\to2Z^{3/2}e^{-Zr}$. Equation (10) becomes $2Z^{3/2}\,Z\int_r^\infty e^{-Zs}ds$, which is the same function. At $r=0$ the two differ: $\varphi(0)$ tends to the Schrödinger value $2Z^{3/2}$, whereas $g(0)$ is infinite for every finite $c$.

## Part (g)

**Question.** Evaluate the results for a one-electron ion with $Z=80$. Which features belong to the point nucleus?

**Answer.** The basic quantities are

$$\gamma=\sqrt{1-(80/137.036)^2}=0.81191,$$
$$\varepsilon=-\frac{6400}{1.81191}=-3532.2\ \text{hartree}\quad(-96116\ \text{eV}).$$

Equation (14) gives $N=614.65$ bohr$^{-(\gamma+1/2)}$, and the integral in (10), taken from zero, is $0.032809$ bohr$^{\gamma}$. With $2/(1+\gamma)=1.1038$,

$$\varphi(0)=80\times1.1038\times614.65\times0.032809=1781\ \text{bohr}^{-3/2}.$$

The Schrödinger value $2Z^{3/2}$ is $1431$ bohr$^{-3/2}$, so $\varphi(0)$ is larger by a factor of 1.24. The small component has the weight $(1-0.81191)/2=0.0940$. Equations (4) and (10) give the following values:

| $r$ (bohr) | $g$ (bohr$^{-3/2}$) | $\varphi$ (bohr$^{-3/2}$) | $\varphi/g$ |
|---|---|---|---|
| $10^{-8}$ | 19651 | 1780.7 | 0.091 |
| $10^{-6}$ | 8263 | 1779.8 | 0.215 |
| $10^{-4}$ | 3448 | 1743.1 | 0.506 |
| $10^{-3}$ | 2080 | 1544.2 | 0.742 |
| $10^{-2}$ | 656.7 | 638.9 | 0.973 |
| $5\times10^{-2}$ | 19.78 | 21.01 | 1.062 |

Going inward from $10^{-6}$ to $10^{-8}$ bohr multiplies $g$ by $19651/8263=2.38$, which is $100^{1-\gamma}$, while $\varphi$ changes by about 0.05 per cent. Solving $\varphi=g$ by bisection puts the crossing at $r=0.01448$ bohr, or $Zr=1.158$, where both functions equal 428.0 bohr$^{-3/2}$. The difference between them is not confined to the immediate neighbourhood of the nucleus: $\varphi$ is 26 per cent below $g$ at $10^{-3}$ bohr and 6 per cent above it at $5\times10^{-2}$ bohr, and about 94 per cent of $\int(\varphi-g)^2r^2dr$ comes from $r>10^{-3}$ bohr.

A heavy nucleus has a radius of roughly $10^{-4}$ bohr, so the first two rows lie deep inside it and the third lies near its surface; these three rows describe the point-nucleus model and not a real ion. The other numbers also move with the nuclear size. For a uniformly charged sphere of radius $1.33\times10^{-4}$ bohr the energy rises by 2.0 hartree (55 eV) to $-3530.2$ hartree, $g$ and $\varphi$ at $10^{-3}$ bohr fall by 0.3 and 0.2 per cent, both rise by about 0.1 per cent at $5\times10^{-2}$ bohr, and the crossing moves to $0.01449$ bohr. For an extended nucleus $V$ tends to a finite $V_0$ at the origin. With $\chi$ as in part (b), equation (1) reads $F'+2F/r=(V-\varepsilon)g/c$, while (7) makes $F$ proportional to $g'$ near the origin, its denominator now being finite there. Try $g\sim r^s$. Then $F\propto s\,r^{s-1}$ and $F'+2F/r\propto s(s+1)\,r^{s-2}$. This is more singular than the right-hand side, which varies as $r^s$, so $s(s+1)=0$. The root $s=-1$ gives $F\sim r^{-2}$, which is not square integrable. Hence $s=0$ and $g(0)$ is finite. The solution then starts as $F\approx(V_0-\varepsilon)g(0)\,r/(3c)$, and by (7) $g'$ is also proportional to $r$. The divergence of $g(0)$ is therefore a property of the point nucleus. The difference between the two functions is not: for the sphere above, $g(0)\approx3490$ and $\varphi(0)\approx1735$ bohr$^{-3/2}$, still a factor of 2 apart. The model also omits nuclear recoil and radiative corrections.

## Part (h)

**Question.** The pair (5), (6) is solved in a basis of $n$ Gaussians $e^{-a_jr^2}$, with $a_j=0.02\,Z^2\,2^{\,j}$ and $j=0,\dots,n-1$, used for both $\psi$ and $\phi$. How should the two computed values at $r=0$ behave as $n$ grows? Compare with the data given in the answer.

**Answer.** Let $A$ and $B$ be the coefficient vectors of $\psi$ and $\phi$. Projecting (5) and (6) on the basis functions gives

$$\begin{pmatrix}\mathsf V&\mathsf T\\ \mathsf T&\mathsf W/4c^2-\mathsf T\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}=\varepsilon\begin{pmatrix}\mathsf S&0\\0&\mathsf T/2c^2\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix},$$

where $\mathsf S$ is the overlap matrix. Since $\sigma_r^2=1$, the elements of $\mathsf W$ for s functions are $\int f_i'Vf_j'\,r^2dr$. Every basis function decays, so the condition $\phi(\infty)=0$ is built in.

Each Gaussian is finite at $r=0$, so a finite basis cannot reproduce the divergence of $g$. The shortest length it resolves is $\ell\propto a_{n-1}^{-1/2}$. As a scaling estimate, the computed large component follows $g$ down to $r\sim\ell$ and then levels off, so its value at the origin should grow as $\ell^{\gamma-1}$. By (12), the pseudo-large value should instead settle, with an error of order $\ell^\gamma$.

Solving the matrix equation for $Z=80$ by inverse iteration in 50-digit arithmetic gives, in bohr$^{-3/2}$:

| $n$ | large, $r=0$ | pseudo-large, $r=0$ |
|---|---|---|
| 16 | 3018 | 1721.2 |
| 28 | 6702 | 1778.7 |
| 40 | 14656 | 1780.7 |

Going from 28 to 40 functions doubles the largest exponent twelve times and so shortens $\ell$ by $2^6=64$. The growth of the large value corresponds to the power $\ln(14656/6702)/\ln64=0.188$, in agreement with $1-\gamma=0.188$. The pseudo-large value for $n=40$ differs from (11) by $4\times10^{-5}$ of that value. The energy for $n=40$ is $-3532.2$ hartree, as in part (g). The error of the pseudo-large value falls from $2.0$ to $0.068$ bohr$^{-3/2}$ between 28 and 40 functions, a factor of 29, which is $64^{\gamma}$. The computed value of $\psi$ at a point nucleus thus reflects the tightest exponent, whereas that of $\phi$ settles. How close it settles to (11) depends on the spacing of the exponents: with a ratio of 4 in place of 2 it levels off near $1781.2$ bohr$^{-3/2}$.
